\section*{Hopping rate from an attempt frequency and a barrier at room temperature}

\section{The problem}

An atom in a solid vibrates about a stable site. To reach a neighbouring site it must pass over an energy barrier of height $E=0.70$ eV, measured from the bottom of the well to the top of the barrier. Its attempt frequency is $\nu=10^{13}$ per second, an ordinary frequency in cycles per second. The temperature is $T=300$ K.

Find the rate $\Gamma$ at which the atom hops along this one path, and the mean time it waits before doing so. Then find how far the rate moves if the barrier, as obtained from a first-principles calculation, is wrong by $0.05$ eV.

The values of $\nu$ and $E$ are round model parameters and do not describe a particular material.

\section{A tempting solution}

The rate is the attempt frequency times a Boltzmann factor,
\begin{equation}
\Gamma=\nu\,e^{-E/k_BT},
\label{eq:arr}
\end{equation}
where $k_B$ is the Boltzmann constant. At room temperature the thermal energy $k_BT$ is about one fortieth of an electronvolt, $0.025$ eV. Hence
\begin{equation}
\frac{E}{k_BT}\approx\frac{0.70}{0.025}=28,
\qquad
\Gamma\approx 10^{13}\,e^{-28}\ \text{s}^{-1}\approx 6.9\ \text{s}^{-1}.
\end{equation}
The thermal energy was rounded by about 3 percent, so the rate should be good to about 3 percent.

\section{Where it fails}

Equation \eqref{eq:arr} is sound under conditions derived below. The fault lies in the last sentence: a small relative error in $k_BT$ does not stay small when it passes through the exponential. Take the logarithm of \eqref{eq:arr} and differentiate with respect to $k_BT$ at fixed $\nu$ and $E$:
\begin{equation}
\ln\Gamma=\ln\nu-\frac{E}{k_BT},
\qquad
\frac{d\ln\Gamma}{d(k_BT)}=\frac{E}{(k_BT)^2}.
\end{equation}
Multiplying by a small change $\delta(k_BT)$ gives
\begin{equation}
\frac{\delta\Gamma}{\Gamma}\approx\frac{E}{k_BT}\,\frac{\delta(k_BT)}{k_BT}.
\label{eq:amp}
\end{equation}
The relative error is amplified by the factor $E/k_BT$, which is about 27 here. An error of 3 percent in $k_BT$ therefore becomes a change of order one in $\Gamma$, too large for the linear estimate itself to be accurate.

There is another way to see the fault. The value $k_BT=0.025$ eV belongs to the temperature
\begin{equation}
T=\frac{0.025\ \text{eV}}{8.617333\times10^{-5}\ \text{eV/K}}\approx 290\ \text{K}.
\end{equation}
The tempting solution is a correct answer for a sample 10 K colder than the one in the problem.

Equation \eqref{eq:amp} also says how many digits to keep. For a rounding error below 1 percent in $\Gamma$, the error in $k_BT$ must stay below $1/27$ of a percent, which is about $10^{-5}$ eV. The value $0.02585$ eV meets this requirement. The value $0.026$ eV does not: it gives $20.3$ per second, which will turn out to be 17 percent too high.

\section{The right solution}

\subsection{Why the rate has this form}

Before putting in better numbers, we should know what $\nu$ means in \eqref{eq:arr}, because a factor of $2\pi$ is at stake. Consider one coordinate $x$, a particle of mass $m$, and a potential $U(x)$ with $U=0$ at the bottom of the well, $x=0$, and $U=E$ at the barrier top, $x=x_b$. Three assumptions enter at this point:
\begin{itemize}
\item the motion is classical;
\item the particle in the well is in thermal equilibrium;
\item every outward crossing of the barrier top is a completed hop, with no immediate return.
\end{itemize}
The last two are the assumptions of transition state theory.

In equilibrium, position and velocity are independent. The probability density of position, for one particle in the well, is
\begin{equation}
\rho(x)=\frac{e^{-U(x)/k_BT}}{Z},
\qquad
Z=\int_{\text{well}}e^{-U(x)/k_BT}\,dx,
\end{equation}
and the velocity $v$ has the Maxwell density
\begin{equation}
f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.
\end{equation}

A particle with velocity $v>0$ crosses $x_b$ during a short time $dt$ if it starts within the distance $v\,dt$ before $x_b$. The probability of finding it there is $\rho(x_b)\,v\,dt$. Summing over outward velocities and dividing by $dt$ gives the rate:
\begin{equation}
\Gamma=\rho(x_b)\int_0^\infty v f(v)\,dv
=\frac{e^{-E/k_BT}}{Z}\int_0^\infty v f(v)\,dv .
\label{eq:flux}
\end{equation}

For the velocity integral, substitute $w=mv^2/2k_BT$, so that $v\,dv=(k_BT/m)\,dw$:
\begin{equation}
\int_0^\infty v f(v)\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}\int_0^\infty e^{-w}\,dw
=\sqrt{\frac{k_BT}{2\pi m}} .
\label{eq:vel}
\end{equation}

For $Z$, use the fact that when $E\gg k_BT$ the particle spends nearly all its time near the bottom, where the potential is harmonic. An oscillator of frequency $\nu$ has angular frequency $2\pi\nu$, so
\begin{equation}
U(x)\approx\tfrac12 m(2\pi\nu)^2x^2 .
\end{equation}
The integrand is then negligible far from $x=0$, and the limits may be extended to infinity. With $\int_{-\infty}^{\infty}e^{-\alpha x^2}dx=\sqrt{\pi/\alpha}$ and $\alpha=m(2\pi\nu)^2/2k_BT$,
\begin{equation}
Z\approx\sqrt{\frac{2\pi k_BT}{4\pi^2 m\nu^2}}
=\frac1\nu\sqrt{\frac{k_BT}{2\pi m}} .
\label{eq:Z}
\end{equation}

Inserting \eqref{eq:vel} and \eqref{eq:Z} into \eqref{eq:flux}, the square roots cancel, and with them the mass:
\begin{equation}
\Gamma=\nu\,e^{-E/k_BT}.
\end{equation}
The prefactor is the ordinary frequency $\nu$. Using the angular frequency $2\pi\nu$ in its place would multiply the answer by $2\pi$ and give 109 per second. The derivation also shows that $\Gamma$ belongs to one exit, since only crossings at $x_b$ were counted.

\subsection{The numbers}

The thermal energy is
\begin{equation}
k_BT=8.617333\times10^{-5}\ \text{eV/K}\times300\ \text{K}=0.025852\ \text{eV},
\end{equation}
and the exponent is
\begin{equation}
\frac{E}{k_BT}=\frac{0.70}{0.025852}=27.077 .
\end{equation}
The Boltzmann factor is $e^{-27.077}=1.740\times10^{-12}$, so
\begin{equation}
\Gamma=10^{13}\ \text{s}^{-1}\times1.740\times10^{-12}=17.4\ \text{s}^{-1}.
\end{equation}
The hopping rate is about 17 per second.

A check with decimal logarithms guards against a slip in the powers of ten. Since $e^{-y}=10^{-y/\ln10}$,
\begin{equation}
\log_{10}(\Gamma/\text{s}^{-1})=13-\frac{27.077}{2.3026}=13-11.759=1.241,
\end{equation}
and $10^{1.241}\approx17.4$. The tempting answer, $6.9$ per second, is too small by a factor of $2.5$.

\subsection{The waiting time}

Let $S(t)$ be the probability that the atom has not yet hopped at time $t$. If the atom loses memory of its past between hops, the chance of a hop in the next $dt$ is $\Gamma\,dt$ at all times, so
\begin{equation}
\frac{dS}{dt}=-\Gamma S,\qquad S(0)=1,\qquad S(t)=e^{-\Gamma t}.
\end{equation}
The probability that the hop falls between $t$ and $t+dt$ is $-dS=\Gamma e^{-\Gamma t}dt$. The mean waiting time follows by integration by parts:
\begin{equation}
\langle t\rangle=\int_0^\infty t\,\Gamma e^{-\Gamma t}\,dt
=\Big[-t\,e^{-\Gamma t}\Big]_0^\infty+\int_0^\infty e^{-\Gamma t}\,dt
=\frac1\Gamma .
\end{equation}
Here $\langle t\rangle=1/(17.4\ \text{s}^{-1})=0.0575$ s, or $57.5$ ms. In that time the atom completes $\nu/\Gamma=5.75\times10^{11}$ vibration periods. This gap between the two time scales makes the loss of memory plausible: the atom has many periods in which to exchange energy with its surroundings.

The mean is not a deadline. The probability of at least one hop within $0.1$ s is
\begin{equation}
1-e^{-17.40\times0.1}=1-e^{-1.740}=0.824,
\end{equation}
so in about 18 percent of cases the atom is still on its site after $0.1$ s.

If a second, equal path is open, for instance to a neighbour on the opposite side, the chances of leaving in $dt$ add. The total escape rate becomes $2\Gamma=34.8$ per second, and the mean waiting time falls to $0.0287$ s. A quoted hopping rate should therefore say whether it counts one path or all of them.

\subsection{An error in the barrier}

Replace $E$ by $E+\Delta E$ in \eqref{eq:arr} and divide by the original rate:
\begin{equation}
\frac{\Gamma(E+\Delta E)}{\Gamma(E)}=e^{-\Delta E/k_BT}.
\end{equation}
With $\nu$ held fixed, the barrier itself has dropped out; what matters is the error compared with $k_BT$. A calculation that misplaces the barrier will in general shift $\nu$ somewhat as well, and that smaller change is ignored here. For $\Delta E=-0.05$ eV the factor is $e^{0.05/0.025852}=6.92$. The rate is
\begin{align}
E=0.65\ \text{eV}:&\quad \Gamma\approx120\ \text{s}^{-1},\\
E=0.70\ \text{eV}:&\quad \Gamma\approx17\ \text{s}^{-1},\\
E=0.75\ \text{eV}:&\quad \Gamma\approx2.5\ \text{s}^{-1}.
\end{align}
An uncertainty of $\pm0.05$ eV, only 7 percent of the barrier, spreads the rate over a factor of $6.92^2\approx48$.

The prefactor is more forgiving, because $\Gamma$ is proportional to $\nu$. An error by a factor of 2 in $\nu$ changes the rate by a factor of 2, the same effect as a barrier error of $k_BT\ln2\approx0.018$ eV. At this temperature, effort spent on the barrier is repaid first, unless $\nu$ is uncertain by a comparable factor.

Temperature acts through the same exponent. Warming the sample from 300 K to 310 K gives
\begin{equation}
\frac{\Gamma(310\ \text{K})}{\Gamma(300\ \text{K})}
=\exp\!\left[\frac{E}{k_B}\left(\frac1{300\ \text{K}}-\frac1{310\ \text{K}}\right)\right]=2.40,
\end{equation}
and a rate of $41.7$ per second. This is the counterpart of the tempting solution, which in effect cooled the sample by 10 K.

\section{How far the formula can be trusted}

\subsection{The harmonic well}

The one mathematical approximation was the harmonic form of $U$ in $Z$. Its cost can be found for a definite potential, the periodic row of wells
\begin{equation}
U(x)=\frac E2\left(1-\cos\theta\right),\qquad \theta=\frac{2\pi x}{a},
\end{equation}
with hop length $a$. Its curvature at the bottom is $(E/2)(2\pi/a)^2$. Setting this equal to $m(2\pi\nu)^2$ gives the mass that produces the frequency $\nu$:
\begin{equation}
m=\frac{E}{2a^2\nu^2}.
\label{eq:mass}
\end{equation}
For $a=2.50$ \AA\ this is $5.40$ atomic mass units, a model value.

Near the bottom, $\cos\theta\approx1-\theta^2/2+\theta^4/24$, so $U\approx E\theta^2/4-E\theta^4/48$. The quartic term is small where the Gaussian has weight, and its exponential can be expanded:
\begin{equation}
Z\approx\frac{a}{2\pi}\int_{-\infty}^{\infty}e^{-E\theta^2/4k_BT}\left(1+\frac{E\theta^4}{48k_BT}\right)d\theta .
\end{equation}
The Gaussian has variance $\sigma^2=2k_BT/E$, and its fourth moment is $3\sigma^4=12(k_BT/E)^2$. The bracket therefore averages to
\begin{equation}
1+\frac{E}{48k_BT}\cdot12\left(\frac{k_BT}{E}\right)^2=1+\frac{k_BT}{4E}.
\end{equation}
The cosine well is softer than the harmonic one, the particle has more room in it, and it is found less often at the barrier top. To leading order the rate is lowered by the fraction $k_BT/4E$, which is $0.025852/2.80=0.92$ percent at 300 K.

Numerical integration of the flux \eqref{eq:flux} for this potential, without the harmonic approximation, gives $17.23$ per second, $0.96$ percent below \eqref{eq:arr}. At 100 K the deviation is $0.31$ percent, about a third as large, as a correction proportional to $T$ requires. Another potential would have another coefficient, but here the harmonic step is harmless beside the uncertainty in the barrier.

The same model confirms how a barrier is read from rates at several temperatures. By \eqref{eq:arr}, $\ln\Gamma$ plotted against $1/k_BT$ is a straight line of slope $-E$. The flux rates at 295 K and 305 K give $0.6997$ eV by this route, against the true $0.70$ eV.

\subsection{High temperature}

As $k_BT$ grows beyond $E$, equation \eqref{eq:arr} tends to $\nu$. The flux does not. In the cosine potential with $k_BT\gg E$, both Boltzmann factors in \eqref{eq:flux} approach 1 and $Z\to a$. With \eqref{eq:vel} and \eqref{eq:mass},
\begin{equation}
\Gamma_{\text{flux}}\to\frac1a\sqrt{\frac{k_BT}{2\pi m}}
=\nu\sqrt{\frac{k_BT}{\pi E}},
\end{equation}
which keeps growing as $\sqrt T$. This is the rate at which a nearly free particle passes a marker. It is no longer a hopping rate, since the particle does not settle in a well between crossings. The picture of rare hops needs $E\gg k_BT$, a condition well met by the ratio 27 in this problem.

\subsection{Returns and quantum motion}

If some atoms cross the top and come straight back, \eqref{eq:flux} counts crossings that are not completed hops, and the classical rate is lower than the one calculated. Such returns dominate when the atom is strongly coupled to its surroundings. Weak coupling also lowers the rate of leaving a site, in a different way: an atom that has gained enough energy loses it slowly and may fly over several barriers in a row, so that one escape is counted as several crossings. The size of either reduction depends on how the atom exchanges energy with its surroundings, which $\nu$ and $E$ do not specify.

The classical assumption is open to doubt as well. It requires the vibration quantum to be small compared with the thermal energy, but here
\begin{equation}
h\nu=0.0414\ \text{eV},\qquad \frac{h\nu}{k_BT}=1.60 .
\end{equation}
Zero-point motion and tunnelling are left out of \eqref{eq:arr}, and this ratio gives no licence to call them negligible. On cooling, the ratio grows and the classical formula becomes less reliable. The figure of 17 per second is therefore the value of the classical formula for the given parameters. As a prediction for a real atom it is not good to two digits. Returns and slow energy exchange lower the rate; quantum motion raises it in the one-dimensional cosine model but can act in either direction when several modes take part; and a barrier error of up to $0.05$ eV in either direction can by itself put the classical value anywhere between about $2.5$ and $120$ per second.

\subsection{Many atoms}

In a crystal the neighbours move too. Suppose the target site is free, and the system has $N$ vibrational modes, not counting the zero-frequency rigid translations, with frequencies $\nu_1,\dots,\nu_N$ at the minimum. At the saddle point one direction leads across the barrier, and the other $N-1$ have frequencies $\nu'_1,\dots,\nu'_{N-1}$. In mass-weighted coordinates ($m=1$), each harmonic mode contributes a factor $\sqrt{k_BT/2\pi}/\nu_i$, by \eqref{eq:Z}, and the crossing velocity contributes $\sqrt{k_BT/2\pi}$, by \eqref{eq:vel}. The square roots number $N$ above and $N$ below, and they cancel:
\begin{equation}
\Gamma=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}\;e^{-E/k_BT}.
\end{equation}
The attempt frequency of the problem stands for this ratio, which need not equal the frequency of any single vibration. The test of the classical assumption must then be made with the individual mode frequencies, not with the ratio. A first-principles calculation of the rate thus needs the energies of the minimum and the saddle point, whose difference is $E$, and the vibrational frequencies at both. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Attempt frequency: 1.0e+13 per s
Barrier: 0.70 eV
Temperature: 300 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.025852 eV
Ratio E/(kB*T): 27.077 (no unit)
Boltzmann factor: 1.740e-12 (no unit)
Natural log of 10: 2.3026 (no unit)
Ratio divided by ln 10: 11.759 (no unit)
log10 of rate in per s: 1.241 (no unit)
Hopping rate, one path: 17.40 per s
Mean waiting time, one path: 0.0575 s
Mean waiting time, one path: 57.5 ms
Vibrations per hop, one path: 5.75e+11 (no unit)
Total rate, two equal paths: 34.80 per s
Mean waiting time, two equal paths: 0.0287 s
Hop probability in 0.1 s, one path: 0.824 (no unit)
Model hop length: 2.50 angstrom
Model mass: 5.40 u
Flux rate, cosine potential: 17.23 per s
Flux rate below Arrhenius at 300 K: 0.96 percent
Flux rate below Arrhenius at 100 K: 0.31 percent
Barrier from slope of flux rates: 0.6997 eV
Rate for barrier 0.65 eV: 120.4 per s
Rate for barrier 0.75 eV: 2.52 per s
Rate factor for 0.05 eV: 6.92 (no unit)
Rate at 310 K: 41.7 per s
Rate factor, 300 K to 310 K: 2.40 (no unit)
Slip, kB*T rounded to 0.026 eV: 20.3 per s
Slip, kB*T rounded to 0.025 eV: 6.9 per s
Slip, 2*pi*nu used for nu: 109 per s
Vibration quantum h*nu: 0.0414 eV
Ratio h*nu/(kB*T): 1.60 (no unit)
\end{verbatim}
